# Interface Potential Steps by Double Averaging, and When Thickness Convergence Misleads

The thermal injection of electrons from an electrode into an insulator falls exponentially with the height of the barrier between them. A superlattice calculation supplies one part of that barrier, the electrostatic step between electrode A and insulator B. One must decide how thick to make the slabs, and whether the step read from them may be used in a current estimate.

Let \(\phi\) be the electrostatic potential, so that an electron has energy \(-e\phi\). Let \(E_F^A\) and \(E_c^B\) be the Fermi level of A and the conduction-band edge of B, each measured from that crystal's own mean electrostatic energy in a bulk calculation at the same strain as in the slab. Placed on a common scale, they give the electron barrier

\[
\Phi=(E_c^B-e\phi_B)-(E_F^A-e\phi_A)=E_c^B-E_F^A-e\,\Delta\phi,\qquad \Delta\phi=\phi_B-\phi_A .
\]

A step read too small by \(\delta\) makes the barrier too high by \(e\delta\). With energy \(E\) measured from the Fermi level and transmission held fixed, the thermionic current is proportional to \(T\int_\Phi^\infty\ln(1+e^{-E/kT})\,dE\). For \(\Phi\gg kT\) the logarithm is close to \(e^{-E/kT}\), and the integral is \(kT\,e^{-\Phi/kT}\). The predicted current is then too low by the factor \(e^{e\delta/kT}\). At 300 K, \(kT=25.85\) meV, so an error of 60 mV costs a factor of ten.

## First attempt: read the potential at a point

Average the charge density and potential over planes parallel to the interface. In-plane derivatives average to zero by periodicity, which leaves

\[
\phi''(z)=-\rho(z)/\varepsilon_0 .
\]

A model with prescribed charge has a known answer against which a reading can be judged. Slab A, of thickness \(L_A\), lies at \(z<0\) and slab B, of thickness \(L_B\), at \(z>0\); the cell repeats with length \(L=L_A+L_B\). Each crystal layer consists of an ionic Gaussian of areal charge \(+\sigma\) and width \(w_i\), and a concentric electronic Gaussian of charge \(-\sigma\) and width \(w_e\). The layer periods are \(a_A=4\) Å and \(a_B=5\) Å, and the outermost layers sit half a period from the interface. The A|B interface carries an extra neutral layer of dipole moment \(D\) per area, with its positive side towards B. The B|A interface carries the mirror image.

The dipole layer's step follows from one integration by parts. Its field vanishes on both sides, so

\[
\int z\phi''\,dz=[z\phi']-\int\phi'\,dz=-\Delta\phi .
\]

By Poisson's equation the left side is also \(-\int z\rho\,dz/\varepsilon_0=-D/\varepsilon_0\). Hence \(\Delta\phi=D/\varepsilon_0\equiv s\).

A crystal layer has neither charge nor dipole, so its potential vanishes on both sides. It still has an area under it:

\[
\int z^2\phi''\,dz=[z^2\phi'-2z\phi]+2\int\phi\,dz=2\int\phi\,dz .
\]

The left side is \(-\int z^2\rho\,dz/\varepsilon_0=-\sigma(w_i^2-w_e^2)/\varepsilon_0\), because the second moment of a normalized Gaussian is its squared width. A stack places one such area in each period, and its mean potential is therefore

\[
M=\frac{1}{a}\int\phi\,dz=\frac{\sigma(w_e^2-w_i^2)}{2\varepsilon_0a}.
\]

By superposition, the step between thick slabs is

\[
\Delta\phi=s+M_B-M_A .
\]

Assigning the same total charge to layers in another way can move a contribution between \(s\) and \(M_B-M_A\), but cannot change their sum.

Take \(\sigma_A=0.10\) and \(\sigma_B=0.12\) e/Å\(^2\), \(w_i=0.4\) Å in both crystals, \(w_e=0.9\) Å in A and 1.0 Å in B, and \(D=0.005\) e/Å. With \(e/\varepsilon_0=180.95\) V Å,

\[
M_A=\frac{180.95\times0.10\times(0.81-0.16)}{2\times4}=1.4702\ \text{V},
\]
\[
M_B=\frac{180.95\times0.12\times(1.00-0.16)}{2\times5}=1.8240\ \text{V},
\]

and \(s=180.95\times0.005=0.9048\) V. With one more digit kept in each term, the thick-slab step is \(0.90476+0.35376=1.25852\) V, or 1.2585 V.

The unaveraged potential varies by 3.46 V peak to peak within a period of A, and by 5.11 V within a period of B. Both exceed the step, so a point reading mostly reports where in the layer the point was placed.

## Second attempt: average over one period

Replace \(\phi(z)\) by its mean over a box of width \(a\) centred at \(z\). For a single harmonic,

\[
\frac1a\int_{-a/2}^{a/2}e^{iG(z+t)}\,dt=\frac{\sin(Ga/2)}{Ga/2}\,e^{iGz}.
\]

Harmonics of the crystal with period \(a\) have \(G=2\pi m/a\), and \(\sin(\pi m)=0\) removes them. A constant survives unchanged. So does a linear function, because the integral of \(t\) over the box is zero.

The box fitted to A does not fit B. The first charge harmonic of B has amplitude \((2\sigma_B/a_B)(e^{-G^2w_i^2/2}-e^{-G^2w_e^2/2})\), and Poisson's equation divides it by \(\varepsilon_0G^2\). With \(G=2\pi/5\) Å\(^{-1}\) this gives 2.350 V. The A box multiplies it by \(\sin(0.8\pi)/(0.8\pi)=0.2339\), leaving 0.550 V, the value also found by projecting the averaged numerical potential onto this harmonic. The whole remaining ripple in B is 1.15 V peak to peak, nearly as large as the step.

The remedy is to average twice, with widths \(a_A\) and \(a_B\). Each box clears its own crystal, and the order is immaterial because the factors multiply. In the model the ripple in B falls to \(2\times10^{-14}\) V, which is rounding error. If the two periods are equal, one box is enough to flatten both bulk regions.

The widths must match the periods actually present in the slabs. If a box has width \(a(1+\eta)\), its factor for the first harmonic is

\[
\frac{\sin[\pi(1+\eta)]}{\pi(1+\eta)}\simeq-\eta
\]

for small \(\eta\). A 1% error in the B box therefore leaves about \(0.01\times0.550\) V, or 5.5 mV, of first-harmonic amplitude in B after the A box has acted. Strained or relaxed layers need their own measured spacing; if the spacing drifts through the slab, no single width removes the ripple completely. A repeating pattern of unequal spacings is cleared by a box as wide as the whole pattern.

## Third attempt: average twice in a thin slab

The double box reaches \((a_A+a_B)/2=4.5\) Å to either side. Mid-slab must lie farther from the interface than this, plus the short range of the layer potentials. That condition protects the crystal part of the step, but the interface charge may reach farther.

Give the dipole layer the potential

\[
\phi_d(z)=\frac{s}{1+e^{-z/\lambda}},\qquad \lambda=2\ \text{Å}.
\]

Its first derivative is \((s/4\lambda)\,\mathrm{sech}^2(z/2\lambda)\). Differentiating again and multiplying by \(-\varepsilon_0\) gives the charge to be placed in the cell:

\[
\rho_d(z)=\frac{D}{4\lambda^2}\tanh\frac{z}{2\lambda}\,\mathrm{sech}^2\frac{z}{2\lambda}.
\]

Far to the left \(\phi_d\simeq s\,e^{-|z|/\lambda}\), and far to the right \(\phi_d\simeq s-s\,e^{-z/\lambda}\). The middle of A is a distance \(L_A/2\) from two interfaces, each of which raises the potential by \(s\,e^{-L_A/2\lambda}\). The middle of B is lowered by \(s\,e^{-L_B/2\lambda}\) from each side. Averaging also enlarges the tails, since

\[
\frac1a\int_{-a/2}^{a/2}e^{t/\lambda}\,dt=\frac{\sinh(a/2\lambda)}{a/2\lambda}\equiv g>1 .
\]

To leading order in the tails, the mid-slab reading is therefore too small by

\[
\delta=2g_Ag_B\,s\left(e^{-L_A/2\lambda}+e^{-L_B/2\lambda}\right).
\]

Here \(g_Ag_B=1.1752\times1.2815=1.506\). For two 20 Å slabs,

\[
\delta=2\times1.506\times0.9048\times2e^{-5}\ \text{V}=36.7\ \text{mV}.
\]

The readings are:

- 20 Å and 20 Å: step 1.2225 V, deficit 36.02 mV.
- 40 Å and 40 Å: step 1.2583 V, deficit 0.247 mV.
- 60 Å and 60 Å: step 1.2585 V, deficit 0.0017 mV.
- 32 Å for A and 20 Å for B: step 1.2396 V, deficit 18.93 mV.

At 20 Å the leading law is 0.70 mV too large. The next term of \(\phi_d\), proportional to \(e^{-2|z|/\lambda}\), has the opposite sign. Its box factors are \(\sinh(2)/2\) and \(\sinh(2.5)/2.5\), with product 4.39, and it changes the deficit by \(-4\times4.39\,s\,e^{-10}=-0.72\) mV. This accounts for the difference to within 0.02 mV.

The last reading shows why both slabs must be thickened. With B held at 20 Å, making A ever thicker leaves the leading-order deficit \(2g_Ag_B\,s\,e^{-5}=18.4\) mV. A series in which only A grows would settle on a step too small by about that amount.

In a real calculation \(\lambda\) is not given, but equal increments of both slabs reveal it. The step rises by 35.775 mV from 20 to 40 Å and by 0.246 mV from 40 to 60 Å. For a single exponential the ratio of successive increments is \(e^{-\Delta L/2\lambda}\), with \(\Delta L=20\) Å the increment of each slab, so

\[
\lambda\simeq\frac{20\ \text{Å}}{2\ln(35.775/0.246)}=2.0\ \text{Å}.
\]

For equal slabs the law can then be inverted: a tolerance \(\delta\) requires \(L_A=L_B\simeq2\lambda\ln(4g_Ag_Bs/\delta)\), or about 34 Å for 1 mV in this model. If the increments do not shrink geometrically, the single-exponential law should not be used to extrapolate.

## Fourth attempt: trust the converged number

So far the two interfaces were mirror images. Different terminations or different defects give them unequal dipole steps \(s_1\) at A|B and \(s_2\) at B|A, both counted as B minus A. The periodic potential must return to its starting value, and it does so by sloping inside the slabs.

Let \(\beta_A\) and \(\beta_B\) be the slopes \(d\phi/dz\) of the averaged plateaus, and write \(\Delta M=M_B-M_A\). One trip around the cell gives

\[
(s_1+\Delta M)+\beta_BL_B-(s_2+\Delta M)+\beta_AL_A=0,
\]

and therefore \(\beta_AL_A+\beta_BL_B=-(s_1-s_2)\). The path from mid-A to mid-B covers half of each slab and crosses the first interface:

\[
\Delta\phi_{\rm mid}=s_1+\Delta M+\tfrac12(\beta_AL_A+\beta_BL_B)=\frac{s_1+s_2}{2}+\Delta M .
\]

The thicknesses have dropped out. Once the tails are negligible, the midpoint reading is the mean of the two interface steps at any thickness. Thicker slabs have weaker slopes, but the slopes act over proportionately longer distances.

Let the second interface have \(D_2=0.003\) e/Å, so that \(s_2=0.5429\) V while \(s_1\) remains 0.9048 V. The midpoint step is 1.07756 V for slabs of 60 and 60 Å, of 120 and 120 Å, and of 60 and 120 Å, with differences of about a microvolt. The A|B step is nevertheless 1.2585 V. The reading has converged to a number that is wrong for this interface by \((s_1-s_2)/2=0.181\) V.

The slopes expose the fault and supply the cure. Extrapolating both plateaus to the interface gives

\[
s_1+\Delta M=\Delta\phi_{\rm mid}-\tfrac12(\beta_AL_A+\beta_BL_B).
\]

Because the prescribed interface layers are neutral, the slope is the same in both slabs, \(\beta=-(s_1-s_2)/L\). In the cell with two 60 Å slabs the measured slope is \(-3.0158\) mV/Å, and the corrected step is

\[
1.07756+0.0030158\times60=1.25851\ \text{V}.
\]

The remaining 6 µV comes from the tails, which slightly alter both the midpoint values and the slopes. With two 120 Å slabs the slope is halved to \(-1.508\) mV/Å, although the midpoint error is unchanged. The quantity to judge is therefore slope times thickness, not slope alone.

The equal slopes belong to this model of prescribed charge. In a metal electrode, free carriers screen the field, so away from the interfaces \(\beta_A=0\) and B carries the whole slope, \(\beta_B\simeq-(s_1-s_2)/L_B\), where \(s_1\) and \(s_2\) are the steps that remain after screening. These are not the steps of a field-free interface. If the field enters the metal as \(\phi=c\,e^{z/l}\), with screening length \(l\), continuity of the displacement gives \(c/l=\varepsilon_r\beta_B\), where \(\varepsilon_r\) is the relative permittivity of B, so the extrapolated A|B step differs from the zero-field step by \(\varepsilon_r l\beta_B\). For sharp dipole steps that differ by 0.362 V at zero field, with the same \(l\) at both interfaces, closing the loop gives \(\beta_B=-0.362\ \text{V}/(L_B+2\varepsilon_r l)\). With \(l=0.5\) Å and \(L_B=60\) Å the extrapolated step is then too small by 11 mV for \(\varepsilon_r=4\) and by 45 mV for \(\varepsilon_r=20\). More generally, if the slabs polarize, \(\beta_A\) and \(\beta_B\) may differ. The midpoint result still holds, provided each plateau is straight, with \(s_1\) and \(s_2\) now the steps in the presence of the internal fields. Extrapolation then depends on where the interface plane is placed: moving it by \(d\) changes the step by \((\beta_B-\beta_A)d\). A cell with equivalent, mirror-related interfaces avoids this ambiguity.

## The scheme that survives

1. Build a cell with mirror-related interfaces if the structure allows it.
2. Obtain the plane-averaged potential. For a prescribed charge, each Fourier component with \(k\ne0\) is \(\phi_k=\rho_k/(\varepsilon_0k^2)\). The \(k=0\) component can be set to zero because it cancels from a step.
3. Average over both measured layer periods.
4. Read the midpoint values and the slopes there. If the slopes times the thicknesses matter at the required accuracy, extrapolate to the interface. When the charge responds to the field, this gives the step in the internal field of the cell, which can differ from the zero-field step by tens of millivolts and changes with slab thickness.
5. Thicken both slabs by the same amounts each time, and repeat until the estimated remaining error meets the tolerance. A small increment is not enough: if successive increments shrink by a steady ratio \(r<1\), the error still left is \(r/(1-r)\) times the last increment, which exceeds that increment when \(r>1/2\).

A mirror-symmetric cell offers a second route to the step. Averaging commutes with differentiation, so the averaged quantities also obey Poisson's equation. Integrating \(z\) times the averaged charge from mid-A to mid-B gives \(\varepsilon_0\Delta\phi_{\rm mid}\), because the averaged field vanishes at both mirror planes. For the 60 Å slabs this moment gives 1.258514 V, equal to the potential reading to the digits shown.

## What the errors do to the current

At 300 K, with a true barrier of 0.80 eV, the 20 Å slabs make the current too low by a factor of \(e^{36.02/25.85}=4.03\). The 40 Å slabs reduce the error to about 1%. The falsely converged step makes the current too low by a factor of about 1100, however thick the slabs are. Numerical integration of the supply function gives these same factors.

The model's periods of a few ångströms and its dipole step of just under a volt are of plausible size for real contacts. Its mean potentials of 1.5 and 1.8 V are far below estimates for the full charge density of real solids, which from superposed free atoms range from about 6 V in sodium and 7 V in polyethylene to 10–17 V in silica, silicon and aluminium, so real ripples can be larger. The tail length depends on the material: doubling \(\lambda\) to 4 Å, with both slabs held at 40 Å, raises the leading-order deficit from 0.25 to 27 mV, nearly a factor of three in current. Real devices also break the assumption of a laterally uniform interface. A patch whose barrier is 0.1 eV lower carries about 48 times the thermionic current density at 300 K, provided it is wide enough that its surroundings do not raise the barrier in front of it. A well-converged average step therefore need not determine the device current. Errors in the calculated band edges enter \(\Phi\) separately, and thicker slabs do not remove them. The estimate also leaves out the lowering of the barrier by the image force in an applied field \(F\), classically \(\sqrt{eF/(4\pi\varepsilon_r\varepsilon_0)}\) in volts. For a relative permittivity \(\varepsilon_r=4\) this is 0.06 V at \(10^7\) V/m and 0.19 V at \(10^8\) V/m, so a current estimate at such fields must include it. At the higher field the thermionic picture itself becomes incomplete. For the 0.80 eV barrier at 300 K, a WKB estimate that includes tunnelling through the image-rounded barrier exceeds the over-barrier current by about a factor of three for the free-electron mass and about nine for half that mass, whereas at \(10^7\) V/m the excess is about 10% or less for masses down to 0.3 of the free value.

## Table of computed values

```
e/eps0 = 180.9513 V angstrom
periods a_A, a_B = 4.0, 5.0 angstrom
sigma_A, sigma_B = 0.10, 0.12 e/angstrom^2
ionic width = 0.4 angstrom
electronic widths A, B = 0.9, 1.0 angstrom
tail length = 2.0 angstrom; grid = 0.05 angstrom
D1, D2 = 0.005, 0.003 e/angstrom
dipole moment by quadrature = 0.005000 e/angstrom
mean potential A, B = 1.470229, 1.823989 V
crystal/vacuum steps A, B = 1.470229, 1.823989 V
bulk part M_B - M_A = 0.353760 V
dipole steps s1, s2 = 0.904756, 0.542854 V
thick-slab total step = 1.258516 V
raw ripple in A, peak to peak = 3.4601 V
raw ripple in B, peak to peak = 5.1106 V
ripple in B after a_A box only = 1.1486 V
its first harmonic: measured 0.549638, law 0.549638 V
ripple in B after both boxes = 2.4e-14 V
largest Fourier/direct filter difference = 6.8e-05 V
tail gains g_A, g_B, product = 1.1752, 1.2815, 1.5061
Equal interfaces: L_A, L_B (angstrom), step (V), deficit (mV), tail law (mV)
  20, 20, 1.222494, 36.02250, 36.72502
  40, 40, 1.258269, 0.24742, 0.24745
  60, 60, 1.258514, 0.00167, 0.00167
  32, 20, 1.239591, 18.92536, 19.27673
unfiltered dipole deficit, 40 angstrom = 0.16430 mV
step from averaged charge, 60 angstrom = 1.258514 V
Unequal interfaces: L_A, L_B (angstrom), midpoint step (V), slope (mV/angstrom), extrapolated step (V)
  60, 60, 1.077564, -3.01577, 1.258510
  120, 120, 1.077565, -1.50793, 1.258516
  60, 120, 1.077564, -2.01049, 1.258513
false limit = 1.077565 V
error of false limit = 0.180951 V
temperature = 300 K; kT = 25.8520 meV
barrier used in supply integral = 0.80 eV
current too low, 20 angstrom slabs: factor 4.0286
current too low, 40 angstrom slabs: factor 1.00962
current too low, false limit: factor 1096.1
```
